**Hutson–White acoustoelectric loss and gain**

The program tests the first-order amplitude loss $\alpha=(K^2/2)(\omega_c/v_s)\gamma/[\gamma^2+(\omega_c/\omega+\omega/\omega_D)^2]$, with $\gamma=1-v_d/v_s$; a negative value is gain. Here $K^2$ is the squared piezoelectric coupling, $\omega$ the angular frequency, $\omega_c$ the conductivity divided by permittivity, $v_s$ the unstiffened sound velocity, $v_d$ the electron drift velocity, and $\omega_D$ is $v_s^2$ divided by the diffusivity. It asserts agreement with a spatial eigenvalue problem at weak coupling, including the backward wave and a case with trapping. It also asserts that a time-domain simulation of the nonlinear carrier equations reproduces the decay and growth rates of the unexpanded dispersion relation. Further assertions cover the threshold, the best drift and frequency, the energy balance, the bunching amplitude and the atomic-unit convention. For rough parameters in the regime of photoconducting cadmium sulfide at 100 MHz, the output shows a gain of 98.1 dB/cm from the formula and 94.6 dB/cm from the unexpanded equations. The threshold lies at $v_d/v_s=1.010$, and a mobile charge fraction of 0.8 reduces the unexpanded gain from 10.9 to 1.0 cm$^{-1}$ at the same bias.

## Verification by program

```python
# RESULT UNDER TEST: amplitude loss of a wave in a piezoelectric semiconductor,
#   alpha = (K2/2)(wc/vs) gam / (gam^2 + (wc/w + w/wD)^2),  gam = 1 - vd/vs,
# negative (gain) when the electron drift vd exceeds the sound velocity vs.
# K2 = piezo^2/(stiffness*permittivity), wc = conductivity/permittivity,
# wD = vs^2/diffusivity, w = angular frequency.  Fields vary as exp(i(kx-wt)).
# Scaled units for the tests: w = vs = density = stiffness = permittivity = 1;
# then g = wc/w, d = w/wD, v = vd/vs, and f = mobile fraction of bunched charge.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar


def weak_loss(K2, g, d, v, f=1.0):
    """Derived first-order amplitude loss, in units of w/vs."""
    gam = 1 - f * v
    return 0.5 * K2 * g * gam / (gam**2 + (g + f * d)**2)


def response(K2, g, d, v, k, w):
    """Derived factor R in effective stiffness 1 + K2*R."""
    a = k**2 * d - 1j * (w - k * v)
    return a / (g + a)


def spatial_mode(K2, g, d, v, f=1.0, direction=1):
    """Unexpanded field equations as d/dx of (displacement, stress, D, n)."""
    K, stiff = np.sqrt(K2), 1 + K2
    matrix = np.array([
        [0, 1 / stiff, K / stiff, 0],
        [-1, 0, 0, 0],
        [0, 0, 0, -1],
        [0, g * K / stiff / (f * d), (1j - g / stiff) / (f * d), v / d]],
        dtype=complex)
    values, vectors = np.linalg.eig(matrix)
    wavenumbers = -1j * values
    i = np.argmin(abs(wavenumbers - direction))
    return wavenumbers[i], vectors[:, i]


def simulated_loss_rate(K2, g, d, v):
    """Nonlinear carrier equations in time, one periodic wavelength."""
    N, dt, steps = 15, 0.05, 2800
    x = 2 * np.pi * np.arange(N) / N
    q = np.fft.fftfreq(N, 1 / N)
    F = np.fft.fft(np.eye(N), axis=0)
    diff = np.fft.ifft(1j * q[:, None] * F, axis=0).real
    inverse = np.zeros(N, dtype=complex)
    inverse[1:] = 1 / (1j * q[1:])
    integ = np.fft.ifft(inverse[:, None] * F, axis=0).real
    K, bias = np.sqrt(K2), -v / g

    def rhs(y):
        u, speed, n = y
        S = diff @ u
        E = -K * S - integ @ n
        current = (1 + n) * g * (bias + E) + d * (diff @ n)
        return np.array([speed, diff @ (S - K * E), diff @ current])

    y = 1e-4 * np.array([np.cos(x), np.sin(x), np.zeros(N)])
    times, logs = [], []
    for j in range(steps):
        a = rhs(y)
        b = rhs(y + dt * a / 2)
        c = rhs(y + dt * b / 2)
        e = rhs(y + dt * c)
        y = y + dt * (a + 2 * b + 2 * c + e) / 6
        if (j + 1) * dt > 40:
            amp = np.mean((y[0] + 1j * y[1]) * np.exp(-1j * x))
            times.append((j + 1) * dt)
            logs.append(np.log(abs(amp)))
    return -np.polyfit(times, logs, 1)[0]


def physical(stiffness, density, piezo, eps, charge, n0, mobility, kT, w, field):
    """Derived quantities in any consistent unit system."""
    K2 = piezo**2 / (stiffness * eps)
    vs = np.sqrt(stiffness / density)
    wc = charge * n0 * mobility / eps
    wD = vs**2 / (mobility * kT / charge)
    vd = mobility * field
    alpha = weak_loss(K2, wc / w, w / wD, vd / vs) * w / vs
    return K2, vs, wc, wD, vd, alpha


# Rough round inputs, in the regime of photoconducting cadmium sulfide (SI).
stiffness, density, piezo, eps_r = 15e9, 4800.0, 0.20, 9.0
n0, mobility, temperature = 1e18, 300e-4, 300.0
frequency, field, mass_ratio, gap_eV = 100e6, 7.5e4, 0.2, 2.4
eps, w, kT = eps_r * sc.epsilon_0, 2 * np.pi * frequency, sc.k * temperature
K2, vs, wc, wD, vd, alpha = physical(
    stiffness, density, piezo, eps, sc.e, n0, mobility, kT, w, field)
g, d, v = wc / w, w / wD, vd / vs
width, k0 = g + d, w / vs
per_cm = k0 / 100
dB = 20 * np.log10(np.e)

# Atomic units: charge 1 and permittivity eps_r/(4 pi).
pc = sc.physical_constants
a0, Eh = pc['atomic unit of length'][0], pc['Hartree energy'][0]
t0, F0 = pc['atomic unit of time'][0], pc['atomic unit of electric field'][0]
atomic = physical(stiffness * a0**3 / Eh, density * a0**3 / sc.m_e,
                  piezo * a0**2 / sc.e, eps_r / (4 * np.pi), 1.0, n0 * a0**3,
                  mobility * F0 * t0 / a0, kT / Eh, w * t0, field / F0)
assert abs(atomic[-1] / a0 / alpha - 1) < 1e-6

# First-order formula against unexpanded equations at weak coupling.
weak = K2 / 100
for drift in (0.0, 0.5, v, 2.0):
    k, _ = spatial_mode(weak, g, d, drift)
    assert abs(k.imag / weak_loss(weak, g, d, drift) - 1) < 0.005
k, _ = spatial_mode(weak, g, d, 2.0, f=0.8)
assert abs(k.imag / weak_loss(weak, g, d, 2.0, 0.8) - 1) < 0.005
k, _ = spatial_mode(weak, g, d, v, direction=-1)
assert abs(-k.imag / weak_loss(weak, g, d, -v) - 1) < 0.005

# At the real coupling the threshold shift limits the first-order formula.
peak = K2 * g / (4 * width)
drifts = (0.0, 0.5, 1.0, v, 1.5, 2.0)
table = []
for drift in drifts:
    k, _ = spatial_mode(K2, g, d, drift)
    assert abs(k**2 * (1 + K2 * response(K2, g, d, drift, k, 1)) - 1) < 1e-9
    first = weak_loss(K2, g, d, drift)
    assert abs(k.imag - first) < peak * K2 / width
    table.append((drift, first * per_cm, k.imag * per_cm))

# Time-domain decay and growth against the derived dispersion relation.
rates = []
for drift in (0.0, v, 2.0):
    omega = 1.0 + 0j
    for _ in range(100):
        omega = np.sqrt(1 + K2 * response(K2, g, d, drift, 1, omega))
    measured = simulated_loss_rate(K2, g, d, drift)
    assert abs(measured / (-omega.imag) - 1) < 0.01
    rates.append((drift, measured * w * 1e-6, -omega.imag * w * 1e-6))

# Exact threshold: drift equals the phase velocity of the screened wave.
threshold = brentq(lambda s: spatial_mode(K2, g, d, s)[0].imag, 0.9, 1.2)
v_th = 1.0
for _ in range(100):
    a = d / v_th**2
    v_th = np.sqrt(1 + K2 * a / (g + a))
assert abs(threshold - v_th) < 1e-7
assert abs(1 / spatial_mode(K2, g, d, threshold)[0].real - threshold) < 1e-7
assert spatial_mode(K2, g, d, threshold - 0.01)[0].imag > 0
assert spatial_mode(K2, g, d, threshold + 0.01)[0].imag < 0

# Best drift and best frequency, found from the unexpanded equations.
best = minimize_scalar(lambda s: spatial_mode(weak, g, d, s)[0].imag,
                       bounds=(1.01, 2), method='bounded').x
assert abs(best / (1 + width) - 1) < 0.01
w_best = np.sqrt(wc * wD)
scale = minimize_scalar(
    lambda s: s * spatial_mode(weak, wc / (s * w_best), s * w_best / wD, v)[0].imag,
    bounds=(0.3, 3), method='bounded').x
assert abs(scale - 1) < 0.02

# Energy flow from the computed fields.
k, (u, T, D, n) = spatial_mode(K2, g, d, v)
K = np.sqrt(K2)
S, E, J = 1j * k * u, (D - K * T) / (1 + K2), 1j * D
flux = -0.5 * (T * np.conj(-1j * u)).real
work = 0.5 * (J * np.conj(E)).real
drag = -0.5 * (n * np.conj(E)).real
assert flux > 0 and work < 0 and drag < 0
assert abs(2 * k.imag * flux / work - 1) < 1e-8
assert abs(work / drag - 1) < 0.05
wave_share = work / (v * drag)
bunching = abs(n / S)
screen = 1 - response(K2, g, d, v, k, 1)
assert abs(bunching / (abs(k) * K * abs(screen)) - 1) < 1e-8

# Sizes of neglected effects.
trap_gain = -spatial_mode(K2, g, d, v, f=0.8)[0].imag * per_cm
low_mu_gain = -spatial_mode(K2, 0.9 * g, 0.9 * d, 0.9 * v)[0].imag * per_cm
back_loss = -spatial_mode(K2, g, d, v, direction=-1)[0].imag * per_cm
background = 0.2
bg_threshold = brentq(
    lambda s: spatial_mode(K2, g, d, s)[0].imag + background / per_cm, 0.9, 1.2)
strain_limit = sc.e * n0 / (k0 * np.sqrt(stiffness * eps) * bunching)
intensity = 0.5 * stiffness * strain_limit**2 * vs * 1e-4
joule = sc.e * n0 * mobility * field**2
heat_capacity = 3 * sc.R * density / 0.072
mass = mass_ratio * sc.m_e
free_path = np.sqrt(kT / mass) * mobility * mass / sc.e
band_density = 2 * (mass * kT / (2 * np.pi * sc.hbar**2))**1.5
hot = sc.e * mobility * field**2 * 1e-12 / (1.5 * kT)
tunnel = 4 * np.sqrt(2 * mass) * (gap_eV * sc.e)**1.5 / (3 * sc.hbar * sc.e * field)

print(f"Input stiffness {stiffness/1e9:.1f} GPa; density {density/1000:.1f} g/cm3")
print(f"Input piezoelectric constant {piezo*100:.1f} uC/cm2")
print(f"Input relative permittivity {eps_r:.1f} (dimensionless)")
print(f"Input electron density {n0*1e-6:.2e} 1/cm3")
print(f"Input mobility {mobility*1e4:.0f} cm2/Vs; temperature {temperature:.0f} K")
print(f"Input frequency {frequency/1e6:.0f} MHz; field {field*1e-8:.2e} MV/cm")
print(f"Coupling K2 {K2:.5f} (dimensionless)")
print(f"Sound velocity vs {vs*100:.4e} cm/s; drift vd {vd*100:.4e} cm/s")
print(f"Diffusivity {mobility*kT/sc.e*1e4:.3f} cm2/s")
print(f"Wavelength {2*np.pi/k0*1e9:.0f} nm")
print(f"Angular frequency w {w:.4e} 1/s")
print(f"Conductivity frequency wc {wc:.4e} 1/s")
print(f"Diffusion frequency wD {wD:.4e} 1/s")
print(f"wc/w {g:.4f}; w/wD {d:.4f}; their sum {width:.4f} (dimensionless)")
print(f"vd/vs {v:.4f}; gamma {1-v:.4f} (dimensionless)")
print("Amplitude loss, negative means gain:")
for drift, first, full in table:
    print(f"  vd/vs {drift:.4f}: formula {first:.3f}, unexpanded {full:.3f} 1/cm")
print(f"Example gain: formula {-alpha/100*dB:.1f}, "
      f"unexpanded {-k.imag*per_cm*dB:.1f} dB/cm")
print("Amplitude loss rate in time:")
for drift, measured, derived in rates:
    print(f"  vd/vs {drift:.4f}: simulation {measured:.4f}, "
          f"dispersion {derived:.4f} 1/us")
print(f"First-order threshold field {vs/mobility*1e-8:.3e} MV/cm")
print(f"Exact threshold vd/vs {threshold:.5f} (dimensionless)")
print(f"Exact threshold field {threshold*vs/mobility*1e-8:.3e} MV/cm")
print(f"Best vd/vs: formula {1+width:.4f}, weak-coupling search {best:.4f}")
print(f"Formula peak gain at this frequency {peak*per_cm:.3f} 1/cm")
print(f"Best frequency at fixed drift {w_best/(2*np.pi)*1e-6:.1f} MHz")
print(f"Share of extra bias power fed to wave {100*wave_share:.1f} percent")
print(f"Gain if mobile fraction is 0.8: {trap_gain:.3f} 1/cm")
print(f"Gain if mobility is 10 percent lower: {low_mu_gain:.3f} 1/cm")
print(f"Backward-wave loss {back_loss:.3f} 1/cm")
print(f"Forward gain minus backward loss {-k.imag*per_cm-back_loss:.3f} 1/cm")
print(f"Assumed background loss {background:.1f} 1/cm: "
      f"threshold vd/vs {bg_threshold:.5f}")
print(f"Strain at full bunching {strain_limit:.2e} (dimensionless)")
print(f"Acoustic intensity at full bunching {intensity:.3e} W/cm2")
print(f"Joule power {joule*1e-6:.2f} W/cm3; heating {joule/heat_capacity:.2f} K/s")
print(f"Carrier heating / thermal energy, assumed 1 ps: {hot:.2e}")
print(f"Mean free path {free_path*1e9:.2f} nm; times wavenumber {k0*free_path:.2e}")
print(f"Electron density / band density {n0/band_density:.2e}")
print(f"Field / assumed 1 MV/cm breakdown field {field*1e-8:.2e}")
print(f"Interband tunnelling exponent, rough gap {gap_eV:.1f} eV: {tunnel:.2e}")
print("success")
```

Running it gives:

```
Input stiffness 15.0 GPa; density 4.8 g/cm3
Input piezoelectric constant 20.0 uC/cm2
Input relative permittivity 9.0 (dimensionless)
Input electron density 1.00e+12 1/cm3
Input mobility 300 cm2/Vs; temperature 300 K
Input frequency 100 MHz; field 7.50e-04 MV/cm
Coupling K2 0.03346 (dimensionless)
Sound velocity vs 1.7678e+05 cm/s; drift vd 2.2500e+05 cm/s
Diffusivity 7.756 cm2/s
Wavelength 17678 nm
Angular frequency w 6.2832e+08 1/s
Conductivity frequency wc 6.0317e+07 1/s
Diffusion frequency wD 4.0293e+09 1/s
wc/w 0.0960; w/wD 0.1559; their sum 0.2519 (dimensionless)
vd/vs 1.2728; gamma -0.2728 (dimensionless)
Amplitude loss, negative means gain:
  vd/vs 0.0000: formula 5.368, unexpanded 5.129 1/cm
  vd/vs 0.5000: formula 9.106, unexpanded 8.708 1/cm
  vd/vs 1.0000: formula 0.000, unexpanded 0.899 1/cm
  vd/vs 1.2728: formula -11.295, unexpanded -10.893 1/cm
  vd/vs 1.5000: formula -9.106, unexpanded -8.960 1/cm
  vd/vs 2.0000: formula -5.368, unexpanded -5.270 1/cm
Example gain: formula 98.1, unexpanded 94.6 dB/cm
Amplitude loss rate in time:
  vd/vs 0.0000: simulation 0.9213, dispersion 0.9213 1/us
  vd/vs 1.2728: simulation -1.9519, dispersion -1.9519 1/us
  vd/vs 2.0000: simulation -0.9467, dispersion -0.9467 1/us
First-order threshold field 5.893e-04 MV/cm
Exact threshold vd/vs 1.01022 (dimensionless)
Exact threshold field 5.953e-04 MV/cm
Best vd/vs: formula 1.2519, weak-coupling search 1.2521
Formula peak gain at this frequency 11.330 1/cm
Best frequency at fixed drift 78.5 MHz
Share of extra bias power fed to wave 79.5 percent
Gain if mobile fraction is 0.8: 1.011 1/cm
Gain if mobility is 10 percent lower: 9.499 1/cm
Backward-wave loss 2.385 1/cm
Forward gain minus backward loss 8.508 1/cm
Assumed background loss 0.2 1/cm: threshold vd/vs 1.01250
Strain at full bunching 8.52e-06 (dimensionless)
Acoustic intensity at full bunching 9.633e-02 W/cm2
Joule power 27.04 W/cm3; heating 16.26 K/s
Carrier heating / thermal energy, assumed 1 ps: 4.35e-03
Mean free path 5.14 nm; times wavenumber 1.83e-03
Electron density / band density 4.46e-07
Field / assumed 1 MV/cm breakdown field 7.50e-04
Interband tunnelling exponent, rough gap 2.4 eV: 1.51e+05
success
```
